# Polarizability, binding energy and the too shallow LDA highest level

Suppose an LDA calculation on an atom gives a polarizability and a highest occupied level far above minus the ionization energy. One must decide whether to use the polarizability, correct it with a factor built from the level error, or repeat the calculation with a better potential. A one-electron model offers such a factor, $(I/|\varepsilon|)^2$, where $I$ is the ionization energy and $\varepsilon$ the LDA level. The scaling law behind it is sound, but for hydrogen and helium the factor is far too large. Dividing by it would do more harm than leaving the LDA value alone.

## The estimate in a few lines

Atomic units are used: energies in hartree, lengths in bohr, polarizabilities in bohr³. Far from the nucleus, where the potential has died away, the radial function $u(r)=rR(r)$ of an electron with energy $-I$ obeys

$$-\tfrac12 u''=-I\,u ,\qquad u\sim e^{-\kappa r},\qquad \kappa=\sqrt{2I}.$$

A Coulomb tail in the potential multiplies this by a power of $r$ but leaves the exponent unchanged.

Let the whole orbital be $\psi_0\propto e^{-\kappa r}$. Then $\langle r^2\rangle=3/\kappa^2$, and by spherical symmetry $\langle z^2\rangle=1/\kappa^2$. Second-order perturbation theory gives

$$\alpha=2\sum_k\frac{|\langle k|z|0\rangle|^2}{E_k-E_0}\approx\frac{2\langle z^2\rangle}{I}=\frac{2/\kappa^2}{\kappa^2/2}=\frac{4}{\kappa^4}=\frac{1}{I^2},$$

where every excitation energy has been replaced by the typical value $I$. One factor $1/I$ comes from the size of the orbital and the other from the energy denominator.

In exact Kohn–Sham theory, with a potential that vanishes at infinity, the highest occupied level of an atom is $-I$, because that level fixes the decay of the density. The LDA level is shallower. Putting $|\varepsilon|$ in place of $I$ gives the naive overestimate

$$\frac{\alpha_{\rm LDA}}{\alpha}\approx\left(\frac{I}{|\varepsilon|}\right)^2 .$$

For a small level error $\delta=I-|\varepsilon|$ this becomes $(1-\delta/I)^{-2}\approx1+2\delta/I$: the relative error of the polarizability is twice that of the level.

## The scaling law

Consider potentials of one shape, differing in their length scale: $v(r)=\kappa^2w(\kappa r)$. A field $F$ along $z$ adds $+Fz$ to the electron's Hamiltonian, and $\alpha$ is defined by $E(F)=E_0-\tfrac12\alpha F^2+\dots$. With $\mathbf x=\kappa\mathbf r$, the Laplacian gains a factor $\kappa^2$ and $z=x_z/\kappa$, so

$$H=-\tfrac12\nabla_r^2+\kappa^2w(\kappa r)+Fz=\kappa^2\left[-\tfrac12\nabla_x^2+w(x)+\frac{F}{\kappa^3}\,x_z\right].$$

The bracket depends on the field only through $f=F/\kappa^3$. Its lowest energy is $e_0-\tfrac12Cf^2+\dots$, where $e_0$ and $C$ are fixed by the shape $w$. Multiplying by $\kappa^2$,

$$E=\kappa^2e_0-\tfrac12\,C\,\frac{\kappa^2}{\kappa^6}F^2+\dots,\qquad \alpha=\frac{C}{\kappa^4}.$$

Since $I=-\kappa^2e_0$, the product $\alpha I^2=Ce_0^2$ is the same for the whole family. If $\kappa$ is also the tail constant, then $e_0=-\tfrac12$ and $\alpha=C/(4I^2)$. The condition is that the shape stays fixed.

## The coefficient for the exponential orbital

To find $C$ without the typical-energy guess, write

$$\psi_0=\frac{u_0(r)}{\sqrt{4\pi}\,r},\qquad \psi_1=-F\cos\theta\,\frac{g(r)}{\sqrt{4\pi}\,r}.$$

The first-order energy vanishes by parity, so the first-order equation is $(H_0+I)\psi_1=-Fz\,\psi_0$. With $z=r\cos\theta$ and the centrifugal term $1/r^2$ of a p wave, the common factors cancel:

$$-\tfrac12g''+\frac{g}{r^2}+(v+I)\,g=r\,u_0 .$$

The second-order energy is $\langle\psi_0|Fz|\psi_1\rangle=-\tfrac13F^2\int_0^\infty u_0\,r\,g\,dr$, the $\tfrac13$ being the angular average of $\cos^2\theta$. Equating it to $-\tfrac12\alpha F^2$ gives

$$\alpha=\tfrac23\int_0^\infty u_0\,r\,g\,dr .$$

The orbital $e^{-\kappa r}$ is the ground state of $v=-\kappa/r$, with $u_0=Nre^{-\kappa r}$ and $N^2=4\kappa^3$. Try $g=N(ar^2+br^3)e^{-\kappa r}$. Writing $P=ar^2+br^3$, we have $g''=N(P''-2\kappa P'+\kappa^2P)e^{-\kappa r}$. The term $-\tfrac12\kappa^2P$ cancels $IP$, leaving

$$-\tfrac12P''+\kappa P'+\frac{P}{r^2}-\frac{\kappa P}{r}=r^2 .$$

Now compare powers of $r$:

- constant: $-a+a=0$;
- $r$: $-3b+2\kappa a+b-\kappa a=\kappa a-2b=0$;
- $r^2$: $3\kappa b-\kappa b=2\kappa b=1$.

Hence $b=1/(2\kappa)$ and $a=1/\kappa^2$. Using $\int_0^\infty r^ne^{-2\kappa r}dr=n!/(2\kappa)^{n+1}$,

$$\alpha=\frac{8\kappa^3}{3}\left[\frac{1}{\kappa^2}\frac{24}{32\kappa^5}+\frac{1}{2\kappa}\frac{120}{64\kappa^6}\right]=\frac{8}{3\kappa^4}\left(\frac34+\frac{15}{16}\right)=\frac{9}{2\kappa^4}=\frac{9}{8I^2}.$$

The quick estimate had 4 in place of $9/2$.

## Same tail, different shape

Now let the exponential tail reach all the way in: $u_0=\sqrt{2\kappa}\,e^{-\kappa r}$, so that $\psi_0\propto e^{-\kappa r}/r$. This is the state bound by a potential of zero range. A p wave vanishes at the origin and does not feel that potential, so $v=0$ in the equation for $g$. With $g=\sqrt{2\kappa}\,ar^2e^{-\kappa r}$ the constant terms again cancel, and the terms in $r$ require $2\kappa a=1$. Therefore

$$\alpha=\tfrac23\,(2\kappa)\,\frac{1}{2\kappa}\int_0^\infty r^3e^{-2\kappa r}dr=\tfrac23\cdot\frac{6}{16\kappa^4}=\frac{1}{4\kappa^4}.$$

The power is unchanged, but the coefficient is 18 times smaller at the same binding energy. The tail constant alone therefore does not determine a polarizability.

Solving the equation for $g$ on a radial grid confirms both coefficients (for the zero-range state with the analytic $u_0$ inserted). It also confirms the scaling for a third shape, the exponential well $-3\kappa^2e^{-\kappa r}$, in which $\kappa$ is an inverse range and not the tail constant: $\alpha I^2$ stays at 0.6175 as $\kappa$ doubles from 0.7 to 1.4.

## The opposite limit: a raised potential

A level can also become shallow without any change of length scale. Add a constant $c$ to the potential wherever the ground-state and first-order orbitals are appreciable. The level rises by $c$, but the equation for $g$ contains only $v-E_0$, in which $c$ cancels. Neither $u_0$ nor $g$ changes, and the overestimate factor is 1, even for a large level error, as long as the raised level stays bound and the orbitals remain negligible where the raise ends.

So the same level error can mean a factor $(I/|\varepsilon|)^2$ if the potential is rescaled, or no error at all if it is raised uniformly. The level cannot tell these cases apart.

## Hydrogen

Hydrogen suits the comparison because its orbital is $e^{-\kappa r}$ with $\kappa=1$, and $\alpha=9/2$. The LDA here uses Slater exchange and VWN correlation, in spin-polarized form. Its highest level is $-0.2690$ hartree instead of $-0.5000$, so the naive factor, computed before rounding the level, is

$$\left(\frac{0.5000}{0.2690}\right)^2\approx3.46,$$

which predicts a polarizability of about 15.6 bohr³. The linear form $1+2\delta/I=1+2(0.231/0.500)\approx1.92$ is no substitute, since the level error is not small.

The computed LDA polarizability is 6.06 bohr³, or 0.899 Å³. Relative to the reference of 4.50 bohr³ this is an overestimate of 35%, where the naive factor announced 246%.

To see which limit is closer, look at the error in the potential. A single electron does not repel itself, so the Hartree and exchange–correlation potentials should cancel. In LDA they leave $\Delta v=v_{\rm H}+v_{\rm xc}$. To first order the level moves by the average of $\Delta v$ over the density. On the exact density this is 0.242 hartree, close to the actual shift of 0.231 hartree. The standard deviation of $\Delta v$ over the same density is 0.024 hartree, about a tenth of the mean. Where the electron mostly sits, the LDA error is thus mostly a uniform raise. The uniform part moves the level and leaves the orbital alone; the remainder is small beside the mean, but it still changes the orbital.

The raise cannot continue outward. The Hartree potential of one spherical electron cloud lies below $1/r$, and $v_{\rm xc}$ is negative, so $\Delta v<1/r$. This bound forces $\Delta v$ below its mean beyond $r=1/0.242\approx4.1$ bohr; in fact it drops below the mean much earlier, at about 1.6 bohr, and keeps falling. (It also lies below the mean close to the nucleus, inside about 0.4 bohr.) Relative to the raised level, the outer part of the atom is then too attractive, which favours a more extended and softer orbital. Since a constant has no effect, the overestimate at fixed potential comes from the variation of the error potential with $r$, and not from the far tail alone. Take the self-consistent $\Delta v$ and hold it constant inside 4.1 bohr, so that it varies only beyond: the polarizability is then 4.58 bohr³, barely above the exact 4.50. Holding it constant beyond 4.1 bohr instead gives about 5.7 bohr³.

## Size as a better guide than the level

For a fixed potential, the trial function $(1+cz)\psi_0$ connects the polarizability with the size of the orbital. Since $\psi_0$ is an eigenfunction and $z$ is linear, $(H_0-E_0)z\psi_0=-\partial_z\psi_0$. An integration by parts then gives

$$\langle z\psi_0|H_0-E_0|z\psi_0\rangle=-\tfrac12\int z\,\partial_z(\psi_0^2)\,d^3r=\tfrac12 .$$

Through second order in $F$, with $c$ proportional to $F$, the energy change of the trial function is $\tfrac12c^2+2cF\langle z^2\rangle$. It is lowest at $c=-2F\langle z^2\rangle$, where it equals $-2F^2\langle z^2\rangle^2$. The true energy $-\tfrac12\alpha F^2$ cannot lie higher, so

$$\alpha\ge4\langle z^2\rangle^2=\tfrac49\langle r^2\rangle^2 .$$

In hydrogen $\langle r^2\rangle$ grows from 3.00 bohr² to 3.39 bohr² in LDA. The bound becomes 5.10 bohr³, below the 5.905 bohr³ found with the LDA potential held fixed, as it must be. The squared ratio of the two sizes is 1.275, near the fixed-potential overestimate of 1.312. A ratio of two lower bounds is not itself a bound, so this is a guide only, and it has been compared here for hydrogen alone.

Letting the potential follow the field raises 5.905 to the quoted 6.06 bohr³. For one electron the induced Hartree and exchange–correlation potentials should cancel; in LDA they leave this 3% increase.

## Helium and the decision

Helium has two electrons, so the one-electron model is now an approximation. The reference is coupled cluster with singles and doubles, which is complete for two electrons within the chosen basis; the error of the finite basis remains. It gives $I=0.902$ hartree and $\alpha=1.385$ bohr³. The last digits are not converged. The larger aug-cc-pV5Z basis gives $I=0.903$ hartree (about 0.904 at the basis limit) and, at zero field, $\alpha=1.383$ bohr³. This moves the naive factor below from 2.50 to 2.51 and leaves the actual factor at 1.20. The LDA level is $-0.570$ hartree, and

$$\left(\frac{0.9022}{0.5704}\right)^2\approx2.50,\qquad \frac{\alpha_{\rm LDA}}{\alpha}=\frac{1.658}{1.385}\approx1.20 .$$

The LDA polarizability, 1.658 bohr³ or 0.246 Å³, is 20% too large, not 150%.

Dividing the LDA values by the naive factors would give $6.06/3.46\approx1.75$ bohr³ for hydrogen and $1.658/2.50\approx0.66$ bohr³ for helium, each less than half of its reference. The level error should therefore not be used as a correction factor. It does show that the LDA potential is in error, though not where, nor how much this affects the polarizability. If an error of 20 to 35%, as found for these two atoms, is too large for the purpose, the calculation should be repeated with a better potential or a correlated method. Two atoms do not establish the size of the error for other systems. The full set of values is in the numerical output below.

## Table of computed values

```
MODEL (radial grid)
kappa = 0.7 1/bohr, I = 0.245 hartree: alpha exponential = 18.743, zero-range = 1.0412 bohr^3
kappa = 1.0 1/bohr, I = 0.500 hartree: alpha exponential = 4.500, zero-range = 0.2500 bohr^3
kappa = 1.4 1/bohr, I = 0.980 hartree: alpha exponential = 1.172, zero-range = 0.0651 bohr^3
log-log slope of alpha against I, exponential: -2.000
coefficient ratio exponential/zero-range: 18.00
exponential well, alpha*I^2 at the three kappa (atomic units): 0.6175, 0.6175, 0.6175
HYDROGEN
ionization energy: 0.5000 hartree
highest LDA level: -0.2690 hartree
tail constant, exact: 1.000 1/bohr
tail constant, LDA: 0.733 1/bohr
naive factor (I/|eps|)^2: 3.46
naive LDA polarizability: 15.55 bohr^3
reference polarizability: 4.501 bohr^3
LDA polarizability, frozen potential: 5.905 bohr^3
LDA polarizability, self-consistent: 6.064 bohr^3
the same converted: 0.899 angstrom^3
actual factor, frozen potential: 1.312
actual factor, self-consistent: 1.347
mean square radius, exact: 3.000 bohr^2
mean square radius, LDA: 3.388 bohr^2
size factor (ratio of mean square radii)^2: 1.275
lower bound (4/9)<r^2>^2 in LDA: 5.100 bohr^3
level shift LDA minus exact: 0.2310 hartree
error potential, mean over density: 0.2422 hartree
error potential, spread over density: 0.0245 hartree
HELIUM
ionization energy, coupled cluster: 0.9022 hartree
highest LDA level: -0.5704 hartree
naive factor (I/|eps|)^2: 2.50
reference polarizability: 1.385 bohr^3
LDA polarizability, self-consistent: 1.658 bohr^3
the same converted: 0.246 angstrom^3
actual factor: 1.197
```
